# Arrival Peak of Space-Charge-Limited Ion Current in a Dielectric Film: a program that tests the result

```python
"""
Result under test: ions suddenly injected into an empty dielectric film, with
space-charge-limited supply, constant mobility and no diffusion, give a total
current whose absolute maximum is a cusp at
    t1 = 2*(1 - exp(-1/2)) * t0,   t0 = L^2/(mu*V),
with height (e/2)*eps*mu*V^2/L^3; the steady value is (9/8)*eps*mu*V^2/L^3.

Symbols: L thickness, V voltage, mu mobility, eps permittivity, E field,
J total current density.  Reduced units: x in L, t in t0, E in V/L,
J in eps*mu*V^2/L^3, ion density in eps*V/(q*L^2), beta = kT/(qV).
"""
import numpy as np
from scipy.constants import e as q, k as k_B, epsilon_0
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq

# ---------- derived formulas (reduced units) ----------
root_e = np.exp(0.5)
t1 = 2 * (1 - 1 / root_e)
J_peak = np.e / 2
J_steady = 9 / 8
c_fan = 1 / (2 * (root_e - 1))
t_min = t1 * np.exp(2 * c_fan - 1)
J_min = 0.5 * (2 / t_min) ** 2
slope_before = root_e ** 3 / 2
slope_after = root_e ** 3 / 2 - np.e / t1


def fan_field(t):
    """Field at the far electrode while the initial charge sheet arrives."""
    return 1 / (t * (c_fan - 0.5 * np.log(t / t1)))


def initial_field_label(t):
    """Initial field of the fan ion that arrives at time t."""
    return 1 - quad(lambda s: fan_field(s) / s, t1, t)[0]


t2 = brentq(initial_field_label, t1, 2.2)


def ideal_current(t):
    """Derived current, valid until the fan has left at t2."""
    early = 0.5 / (1 - np.minimum(t, t1) / 2) ** 2
    late = 0.5 * fan_field(np.maximum(t, t1)) ** 2
    return np.where(t < t1, early, late)


# ---------- independent road 1: moving charge sheets ----------
def sheet_simulation(n_unit=2000, dt=2.5e-4, t_end=6.0):
    """Sheets of charge 1/n_unit drift in the field given by Gauss's law
    and fixed voltage; new ones enter while the contact field allows."""
    delta = 1 / n_unit
    steps = int(round(t_end / dt))
    x = np.zeros(12 * n_unit)
    born = np.zeros(12 * n_unit)
    ranks = np.arange(12 * n_unit) + 0.5
    times = np.arange(steps) * dt
    current = np.zeros(steps)
    charge = np.zeros(steps)
    head = tail = 0
    info = {}
    for i in range(steps):
        t = times[i]
        while x[head] >= 1:
            head += 1
        if head >= n_unit and "fan_end" not in info:
            info["fan_end"] = t
        inside = tail - head
        E0 = 1 - delta * (inside - x[head:tail].sum())
        new = max(0, int(E0 * n_unit + 1e-9))
        if new:
            born[tail:tail + new] = t
            tail += new
            E0 -= new * delta
            inside += new
        # oldest sheet has all the others behind it
        v = E0 + delta * ranks[:inside][::-1]
        current[i] = delta * v.sum()
        charge[i] = delta * inside
        if i == int(round(0.5 / dt)):
            info["front_half"] = x[0]
        if i == int(round(3.0 / dt)):
            m = 200
            info["density"] = delta * m / (x[head] - x[head + m])
            info["age_mid"] = t - born[head + m // 2]
            info["born_head"] = born[head]
        x[head:tail] += v * dt
    return times, current, charge, info


ts, Js, Qs, info = sheet_simulation()
i_pk = int(np.argmax(Js))
t_pk_sim, J_pk_sim = ts[i_pk], Js[i_pk]

# whole current curve until the fan has left
use = (ts > 0.01) & (ts < t2 - 0.01)
curve_error = np.max(np.abs(Js[use] - ideal_current(ts[use])))
assert curve_error < 0.01
# front position, peak time, peak height, charge in film at the peak
assert abs(info["front_half"] + 2 * np.log(1 - 0.25)) < 0.003
assert abs(t_pk_sim - t1) < 0.005
assert abs(J_pk_sim - J_peak) < 0.006
assert abs(Qs[i_pk] - root_e) < 0.006
# slopes on the two sides of the cusp
left = (ts > t1 - 0.1) & (ts < t1 - 0.003)
right = (ts > t1 + 0.005) & (ts < t1 + 0.1)
slope_l = np.polyfit(ts[left] - t1, Js[left], 2)[1]
slope_r = np.polyfit(ts[right] - t1, Js[right], 2)[1]
assert abs(slope_l - slope_before) < 0.1
assert abs(slope_r - slope_after) < 0.1
# minimum after the peak and the end of the fan
dip = (ts > t1) & (ts < t2)
assert t1 < t_min < t2
assert abs(Js[dip].min() - J_min) < 0.004
assert abs(ts[dip][np.argmin(Js[dip])] - t_min) < 0.08
assert abs(info["fan_end"] - t2) < 0.01
# density of arriving ions is 1/age, also for ions emitted later
assert abs(info["density"] * info["age_mid"] - 1) < 0.02
# transit integral of (t-s)*J(s) equals the film thickness
win = (ts >= info["born_head"]) & (ts <= 3.0)
transit_integral = trapezoid((3.0 - ts[win]) * Js[win], ts[win])
assert abs(transit_integral - 1) < 0.01
# no later maximum rivals the first; steady state is reached
J_later = Js[ts > t2].max()
assert J_later < J_pk_sim - 0.1
J_late_mean = Js[ts > 5].mean()
assert abs(J_late_mean - J_steady) < 0.005
# a current held at the peak value would need more than the voltage
V_needed = quad(lambda s: np.sqrt(2 * J_pk_sim * s), 0, 1)[0]
assert V_needed > 1.05
assert abs(V_needed - 2 * root_e / 3) < 0.005


# ---------- independent road 2: drift-diffusion with real contact ----------
def drift_diffusion(beta, n_contact, hop=0.0, leak=0.0,
                    cells=800, dt=1e-4, t_end=1.2):
    """Finite volumes; hop = q*a*(V/L)/(2kT) for hop length a,
    leak = electronic conductivity * t0 / eps."""
    dx = 1 / cells
    n = np.zeros(cells)
    E = np.ones(cells + 1)
    flux = np.zeros(cells + 1)
    steps = int(round(t_end / dt))
    J = np.zeros(steps)
    for i in range(steps):
        flux[1:-1] = (0.5 * (n[1:] + n[:-1]) * E[1:-1]
                      - beta / dx * (n[1:] - n[:-1]))
        flux[0] = n_contact * E[0] + 2 * beta / dx * (n_contact - n[0])
        flux[-1] = n[-1] * E[-1]
        if hop:
            u2 = (hop * E) ** 2
            # series of sinh(u)/u, ample for u below one
            flux *= 1 + u2 / 6 * (1 + u2 / 20)
        total = flux + leak * E
        J[i] = dx * (total.sum() - 0.5 * (total[0] + total[-1]))
        E += dt * (J[i] - total)
        n -= dt / dx * (flux[1:] - flux[:-1])
    return np.arange(steps) * dt, J


def peak_of(t, J):
    late = t > 0.3
    j = int(np.argmax(J[late]))
    return t[late][j], J[late][j]


# ---------- worked example: rough, round parameters ----------
L_nm, V, eps_r, T = 500.0, 10.0, 2.7, 473.0
mu = 1e-12               # cm2/Vs
n_contact_cm3 = 1e18     # assumed ion density at the contact
hop_nm = 1.0             # assumed hop length
sigma = 1e-16            # S/cm, assumed electronic conductivity
E_act = 0.9              # eV, assumed activation energy of mobility
T_use = 373.0            # K
E_break = 4.0            # MV/cm, assumed breakdown field

L = L_nm * 1e-7                       # cm
eps = eps_r * epsilon_0 / 100         # F/cm
kT = k_B * T / q                      # eV
t0 = L ** 2 / (mu * V)                # s
J0 = eps * mu * V ** 2 / L ** 3 * 1e12   # pA/cm2
E_mean = V / L / 1e6                  # MV/cm
n_scale = eps * V / (q * L ** 2)      # cm^-3
beta = kT / V
n_c = n_contact_cm3 / n_scale
hop = hop_nm * 1e-7 * V / L / (2 * kT)
leak = sigma * t0 / eps

td, Jd = drift_diffusion(beta, n_c)
_, Jd3 = drift_diffusion(beta / 3, n_c)
_, Jweak = drift_diffusion(beta, n_c / 10)
_, Jhop = drift_diffusion(beta, n_c, hop=hop)
_, Jleak = drift_diffusion(beta, n_c, leak=leak)
assert t2 > 1.2
span = td > 0.1


def rms_gap(J):
    return np.sqrt(np.mean((J[span] - ideal_current(td[span])) ** 2))


gap, gap3 = rms_gap(Jd), rms_gap(Jd3)
assert gap3 < gap                      # ideal curve is the small-beta limit
peaks = [peak_of(td, J) for J in (Jd, Jd3, Jweak, Jhop, Jleak)]
for tp, jp in peaks:
    assert np.isfinite(jp) and abs(tp / t1 - 1) < 0.2
(pd, jd), (p3, j3), (pw, jw), (ph, jh), (pl, jl) = peaks

per_kelvin = 100 * E_act / (kT * T)
slowdown = np.exp(E_act * q / k_B * (1 / T_use - 1 / T))


def pct(a, b):
    return 100 * (a / b - 1)


print("REDUCED RESULTS (t in t0, J in eps mu V^2/L^3)")
print(f"peak time: formula {t1:.5f}, sheets {t_pk_sim:.4f}")
print(f"peak J: formula {J_peak:.4f}, sheets {J_pk_sim:.4f}")
print(f"J just after t=0: {ideal_current(0.0):.4f}")
print(f"steady J: formula {J_steady:.4f}, sheets {J_late_mean:.4f}")
print(f"peak J / steady J: {J_peak / J_steady:.4f}")
print(f"field at far electrode at peak: {root_e:.4f} V/L")
print(f"slope before peak: {slope_before:.3f}, sheets {slope_l:.3f}")
print(f"slope after peak: {slope_after:.3f}, sheets {slope_r:.3f}")
print(f"fan constant c: {c_fan:.4f}")
print(f"minimum: time {t_min:.4f}, J {J_min:.4f}")
print(f"minimum J from sheets: {Js[dip].min():.4f}")
print(f"fan has left: formula {t2:.4f}, sheets {info['fan_end']:.4f}")
print(f"largest J after that, sheets: {J_later:.4f}")
print(f"largest curve error before that: {curve_error:.4f}")
print(f"density times age at far electrode: "
      f"{info['density'] * info['age_mid']:.4f}")
print(f"transit integral: {transit_integral:.4f}")
print(f"voltage needed to hold peak J: {2 * root_e / 3:.4f} V")
print("EXAMPLE INPUTS (rough, chosen)")
print(f"thickness {L_nm:.0f} nm, voltage {V:.0f} V, T {T:.0f} K")
print(f"relative permittivity {eps_r}, mobility {mu:.0e} cm2/Vs")
print("EXAMPLE RESULTS")
print(f"mean field: {E_mean:.3f} MV/cm")
print(f"nominal transit time t0: {t0:.1f} s")
print(f"peak time t1: {t1 * t0:.1f} s = {t1 * t0 / 60:.2f} min")
print(f"current unit eps mu V^2/L^3: {J0:.1f} pA/cm2")
print(f"initial current: {0.5 * J0:.1f} pA/cm2")
print(f"peak current: {J_peak * J0:.1f} pA/cm2")
print(f"minimum current: {J_min * J0:.1f} pA/cm2 at {t_min * t0:.1f} s")
print(f"steady current: {J_steady * J0:.1f} pA/cm2")
print(f"peak field: {root_e * E_mean:.3f} MV/cm")
print(f"ions in film at peak: {root_e * eps * V / L / q:.2e} cm^-2")
print("NEGLECTED EFFECTS")
print(f"kT: {kT:.5f} eV, kT/qV: {beta:.5f}")
print(f"diffusivity mu kT/q: {mu * kT:.2e} cm2/s")
print(f"assumed contact density: {n_contact_cm3:.0e} cm^-3")
print(f"diffusion + contact: peak time {pd * t0:.1f} s, "
      f"J {jd * J0:.1f} pA/cm2")
print(f"  change from ideal: time {pct(pd, t1):+.1f} %, "
      f"J {pct(jd, J_peak):+.1f} %")
print(f"  with diffusion/3: time {pct(p3, t1):+.1f} %, "
      f"J {pct(j3, J_peak):+.1f} %")
print(f"  rms curve gap: {gap:.4f}, with diffusion/3 {gap3:.4f}")
print("next three: change from the diffusion + contact run")
print(f"contact density/10: time {pct(pw, pd):+.1f} %, "
      f"J {pct(jw, jd):+.1f} %")
print(f"hopping, {hop_nm:.0f} nm assumed: time {pct(ph, pd):+.1f} %, "
      f"J {pct(jh, jd):+.1f} %")
print(f"leakage, {sigma:.0e} S/cm assumed: time {pct(pl, pd):+.1f} %, "
      f"J {pct(jl, jd):+.1f} %")
print(f"dielectric relaxation time eps/sigma: {eps / sigma:.0f} s")
print(f"assumed breakdown field: {E_break:.1f} MV/cm, "
      f"{E_break / (root_e * E_mean):.1f} times peak field")
print(f"assumed activation energy: {E_act:.1f} eV")
print(f"mobility change per kelvin: {per_kelvin:.1f} %")
print(f"at {T_use:.0f} K: slower by {slowdown:.0f}, "
      f"peak time {t1 * t0 * slowdown / 3600:.1f} h")
print("all assertions hold")
```

Output:

```
REDUCED RESULTS (t in t0, J in eps mu V^2/L^3)
peak time: formula 0.78694, sheets 0.7870
peak J: formula 1.3591, sheets 1.3590
J just after t=0: 0.5000
steady J: formula 1.1250, sheets 1.1249
peak J / steady J: 1.2081
field at far electrode at peak: 1.6487 V/L
slope before peak: 2.241, sheets 2.223
slope after peak: -1.213, sheets -1.197
fan constant c: 0.7707
minimum: time 1.3524, J 1.0935
minimum J from sheets: 1.0930
fan has left: formula 1.5138, sheets 1.5140
largest J after that, sheets: 1.1337
largest curve error before that: 0.0005
density times age at far electrode: 0.9998
transit integral: 0.9993
voltage needed to hold peak J: 1.0991 V
EXAMPLE INPUTS (rough, chosen)
thickness 500 nm, voltage 10 V, T 473 K
relative permittivity 2.7, mobility 1e-12 cm2/Vs
EXAMPLE RESULTS
mean field: 0.200 MV/cm
nominal transit time t0: 250.0 s
peak time t1: 196.7 s = 3.28 min
current unit eps mu V^2/L^3: 191.3 pA/cm2
initial current: 95.6 pA/cm2
peak current: 259.9 pA/cm2
minimum current: 209.1 pA/cm2 at 338.1 s
steady current: 215.2 pA/cm2
peak field: 0.330 MV/cm
ions in film at peak: 4.92e+11 cm^-2
NEGLECTED EFFECTS
kT: 0.04076 eV, kT/qV: 0.00408
diffusivity mu kT/q: 4.08e-14 cm2/s
assumed contact density: 1e+18 cm^-3
diffusion + contact: peak time 190.2 s, J 283.3 pA/cm2
  change from ideal: time -3.3 %, J +9.0 %
  with diffusion/3: time -1.2 %, J +2.5 %
  rms curve gap: 0.1907, with diffusion/3 0.0798
next three: change from the diffusion + contact run
contact density/10: time +5.4 %, J -7.7 %
hopping, 1 nm assumed: time -1.4 %, J +0.6 %
leakage, 1e-16 S/cm assumed: time +1.8 %, J +11.1 %
dielectric relaxation time eps/sigma: 2391 s
assumed breakdown field: 4.0 MV/cm, 12.1 times peak field
assumed activation energy: 0.9 eV
mobility change per kelvin: 4.7 %
at 373 K: slower by 372, peak time 20.3 h
all assertions hold
```
